# Electrode Screening and the Apparent Permittivity of Strontium Titanate Capacitors

Before a damaged interfacial layer is added to the model of a strontium titanate capacitor, one choice has to be made: may the electrodes be treated as equipotentials right up to their surfaces? If they may, all the voltage falls in the oxide, and a low measured capacitance must be blamed on the oxide. If they may not, part of the loss belongs to the metal. The quantity that decides is $2\epsilon\ell/d$, where $\epsilon$ is the film permittivity, $d$ its thickness and $\ell$ the effective screening length of one electrode. When this ratio is not small, a uniform, undamaged film shows a reduced apparent permittivity.

## Where the voltage goes

The algebra uses atomic units with $D=\epsilon E$ and $D=4\pi\sigma$, where $\sigma$ is the free charge per area. The device numbers use nm, eV and V. The model is one-dimensional, with sharp interfaces, identical metals, no leakage and local linear (Thomas-Fermi) screening.

Let the left metal fill $x<0$, with potential $\phi=0$ deep inside it, and let the right electrode be positive. An electron has potential energy $-\phi$. In equilibrium the electrochemical potential is constant through the metal, so where the potential rises by $\phi$, the local chemical potential must also rise by $\phi$. With a density of states $N$ at the Fermi level, the electron density rises by $\delta n=N\phi$. The charge density is $-\delta n$, and the bound charges of the metal respond with permittivity $\epsilon_b$, so Poisson's equation reads

$$\epsilon_b\phi''=4\pi\,\delta n=4\pi N\phi
\quad\Rightarrow\quad
\phi''=\frac{\phi}{\lambda^2},\qquad \lambda^2=\frac{\epsilon_b}{4\pi N}.$$

The solution that vanishes deep in the metal is $\phi=\phi_0e^{x/\lambda}$. Its charge has magnitude

$$\sigma=\int_{-\infty}^{0}N\phi\,dx=N\lambda\phi_0 .$$

Since $1/N=4\pi\lambda^2/\epsilon_b$, the potential drop inside this electrode is

$$\phi_0=\frac{\sigma}{N\lambda}=4\pi\sigma\,\frac{\lambda}{\epsilon_b}=4\pi\sigma\ell,
\qquad
\ell=\frac{\lambda}{\epsilon_b}=\frac{1}{\sqrt{4\pi N\epsilon_b}} .$$

The screening depth $\lambda$ and the effective length $\ell$ differ by the factor $\epsilon_b$, and $\ell$ is the one that enters the capacitance. A larger $\epsilon_b$ makes the charge sit deeper but lowers the voltage that this depth costs.

The drop has a simple reading that does not depend on the exponential profile. Integrating by parts,

$$\int_{-\infty}^{0}(-x)\phi''dx=\big[-x\phi'\big]_{-\infty}^{0}+\int_{-\infty}^{0}\phi'dx=\phi_0 ,$$

and inserting $\phi''=4\pi\delta n/\epsilon_b$ gives $\phi_0=4\pi\sigma\langle|x|\rangle/\epsilon_b$, where $\langle|x|\rangle$ is the centroid depth of the screening charge. The electrode charge does not lie on the metal surface, and the gap between surface and centroid acts as a series capacitor.

## The series law

With no free charge in the film, $D$ is the same throughout it, and the film drop is $4\pi\sigma d/\epsilon$. The right electrode carries the opposite charge and contributes a second drop $\phi_0$ of the same sign. For identical metals the work functions cancel, so the applied voltage is the sum

$$V=4\pi\sigma\left(\frac d\epsilon+2\ell\right).$$

The capacitance per area is $c=\sigma/V$. The apparent permittivity is defined by assigning the whole voltage to the thickness $d$, that is, by $1/c=4\pi d/\epsilon_{\rm app}$. Hence

$$\frac{d}{\epsilon_{\rm app}}=\frac d\epsilon+2\ell,
\qquad
\epsilon_{\rm app}=\frac{\epsilon}{1+2\epsilon\ell/d}.$$

The permittivity at every point of the film is still $\epsilon$. What has changed is the film's share of the voltage, $(d/\epsilon)/(d/\epsilon+2\ell)=\epsilon_{\rm app}/\epsilon$.

Two limits show why high-permittivity films are affected most. For $d\gg2\epsilon\ell$, $\epsilon_{\rm app}\approx\epsilon(1-2\epsilon\ell/d)$ and the loss is small. For $d\ll2\epsilon\ell$, $\epsilon_{\rm app}\approx d/(2\ell)$: the film is so thin, or so easy to polarize, that the electrodes set the capacitance.

The lost capacitance is not purely electrostatic. The field energy in one electrode is

$$\int_{-\infty}^{0}\frac{\epsilon_b\phi'^2}{8\pi}dx=\frac{\epsilon_b\phi_0^2}{16\pi\lambda},$$

and the energy needed to change the electron density is

$$\int_{-\infty}^{0}\frac{\delta n^2}{2N}dx=\frac{N\lambda\phi_0^2}{4}=\frac{\epsilon_b\phi_0^2}{16\pi\lambda}.$$

For the local linear screening assumed here the two are equal, and together they make up $\sigma\phi_0/2$.

## How large it is

Take a 10 nm film at 300 K with $\epsilon=300$. Let the electrodes have $10^{22}$ electrons per cm³, a band mass of 2 electron masses and $\epsilon_b=4$. For a parabolic band this gives $N=0.0715$ in atomic units, so

$$\ell=\frac{1}{\sqrt{4\pi(0.07147)(4)}}=0.528\ \text{bohr}=0.0279\ \text{nm}\ (0.279\ \text{Å}).$$

Then $2\epsilon\ell=2(300)(0.02792)=16.75$ nm, which is the thickness at which half the permittivity would appear to be lost. At 10 nm,

$$\epsilon_{\rm app}=\frac{300}{1+16.75/10}=112 .$$

A numerical solution of the nonlinear Thomas-Fermi and Poisson equations for the whole stack, at 10 mV, gives 112.15 against 112.14 from the series law. When the electron density is raised by a factor of $10^8$ at fixed Fermi energy, which makes the metal nearly perfect, the same film returns 299.95. Finite screening is thus the whole cause of the loss in this model.

With the same electrodes and thickness, a film of permittivity 10 appears as 9.5, a loss of 5%. A film of permittivity 3000 appears as 169, close to the ceiling $d/(2\ell)=179$.

The capacitance is 99 fF/µm². The equivalent thickness of silicon dioxide (permittivity 3.9) is $3.9\times10/112=0.35$ nm, of which $3.9\times2\ell=0.22$ nm comes from the electrodes. Thinning the film at fixed $\ell$ cannot remove that part.

## Telling screening from damage

At fixed temperature, $d/\epsilon_{\rm app}$ is a straight line in $d$. The computed apparent permittivities at 5, 10, 20 and 40 nm are 69, 112, 163 and 211. The line through them has a slope corresponding to $\epsilon=300$ and an intercept of 0.0558 nm, which is $2\ell$.

This line does not identify the cause. Suppose the metals are perfect, and a damaged layer of total thickness $t$ and permittivity $\epsilon_d$ replaces part of the film:

$$\frac{d}{\epsilon_{\rm app}}=\frac{d-t}{\epsilon}+\frac{t}{\epsilon_d}
=\frac d\epsilon+t\left(\frac1{\epsilon_d}-\frac1\epsilon\right).$$

The slope is the same, and the intercept matches if $t=2\ell/(1/\epsilon_d-1/\epsilon)$. With $\epsilon_d=30$ this is $0.0558/0.0300=1.86$ nm. An analysis that assumes perfect metals would report nearly 2 nm of damaged oxide where there is none.

Temperature can help. On warming, the soft mode stiffens and the permittivity falls. Where it follows the Curie-Weiss law $\epsilon=C/(T-T_0)$, screening gives

$$\frac1{\epsilon_{\rm app}}=\frac{T-T_0}{C}+\frac{2\ell}{d}
=\frac{T-(T_0-2C\ell/d)}{C}.$$

The apparent Curie constant is unchanged and the apparent $T_0$ moves down. With $C=8.1\times10^4$ K and $T_0=30$ K the shift is 452 K, which puts the apparent $T_0$ at $-422$ K. This is the intercept of an extrapolated line, not a transition temperature.

For a damaged layer with fixed $\epsilon_d$, the temperature-dependent term is $(d-t)/(\epsilon d)$, so the apparent Curie constant becomes $C/(1-t/d)$. For the mimicking layer this is $8.1\times10^4/0.814=9.95\times10^4$ K. Fits to full solutions at 200, 300 and 400 K give both values.

The distinction requires the film's own $C$, the electrode area and the thickness to be known to clearly better than the difference between the two Curie constants. That difference is 23% here, but only 6% for a mimicking layer with $\epsilon_d=10$. The test fails for a foreign layer added on top of an intact film, if $d$ is the thickness of the intact film alone: the layer's term $t/\epsilon_d$ is constant in temperature, just as $2\ell$ is.

## Bias tuning is suppressed more strongly

Let the film be nonlinear, with field $E=D/\epsilon+\beta D^3$, and keep the electrodes linear, with total drop $2\ell D$. Writing $K=d/\epsilon+2\ell=d/\epsilon_{\rm app}$,

$$V=KD+\beta dD^3,\qquad \frac{dV}{dD}=K+3\beta dD^2 .$$

The differential capacitance is proportional to $dD/dV$. To leading order $D=V/K$, so its fractional drop under bias is $3\beta dD^2/K=3\beta dV^2/K^3$. For perfect metals $K$ is replaced by $d/\epsilon$. At the same voltage, screening therefore multiplies the drop by $(\epsilon_{\rm app}/\epsilon)^3=0.374^3=0.052$. Two powers come from the smaller charge, and one from the constant electrode term that dilutes the film's response. The computed factor at 0.02 V, with linear electrodes, is 0.052; nonlinear electrodes add a small cubic term of their own and raise it by a few percent.

At 1 V, with $\beta=7\times10^9$ V m⁵/C³ (SI), the capacitance falls by 62% with perfect metals and by 16% with screening. The ratio is now about one quarter because the leading-order estimate no longer holds for the perfect-metal stack. There the capacitance is a fraction 0.38 of its zero-bias value, so the cubic term in $dV/dD$ is $1/0.38-1=1.6$ times the linear one.

The film field at 1 V is 0.41 MV/cm, which accounts for 0.41 V over 10 nm. The electrodes take the other 0.59 V, with 0.29 V in the negative one. That is a third of the 0.85 eV Fermi energy, so the response is no longer strictly linear: the drop in each electrode departs from its linear value by about 3%. The pair is more forgiving: the total electrode drop of identical metals is odd in $D$, so the even corrections cancel. Linear electrodes give a capacitance drop of 15.5%, nonlinear ones 15.9%.

## How far to trust the numbers

The inputs are rough values for strontium titanate near room temperature between conducting-oxide electrodes. The band mass and $\epsilon_b$ are particularly uncertain. Doubling the mass at fixed density doubles $N$, divides $\ell$ by $\sqrt2$ and raises $\epsilon_{\rm app}$ to 137. Real films may also have a lower $\epsilon$ of their own, through strain, grain boundaries or composition.

One assumption that real interfaces clearly break is the sharp, continuous electrode. The screening depth, $\lambda=0.11$ nm, is less than a lattice spacing. Three estimates size the error in $\ell$:

- Replacing local screening by the wavevector-dependent Lindhard response, mirrored at the surface, gives 0.030 nm, an increase of 7%.
- A free-electron gas at a hard wall is depleted over a length $3\pi/(8k_F)$, with $k_F$ the Fermi wavevector. Divided by $\epsilon_b$, this is 0.044 nm, more than $\ell$ itself. Where the electronic edge lies relative to the film is therefore a leading uncertainty.
- If the interface forces the film polarization to zero, the film gains an intrinsic series term without damage. For a rough gradient coefficient of $10^{-10}$ J m³/C² and a background permittivity of 5, a continuum estimate adds 0.013 nm per interface. The polarization then recovers over only 0.07 nm, well below a lattice spacing, so the continuum form is not reliable here and the real term may differ substantially from this value.

As a rough estimate for a hard wall, adding the full 0.044 nm to $\ell$ would lower $\epsilon_{\rm app}$ from 112 to about 56. This assumes that the depleted gap keeps the permittivity $\epsilon_b$; with a vacuum-like gap the added length is $4\times0.044=0.18$ nm and $\epsilon_{\rm app}$ falls to about 23; an edge shift the other way would reduce the loss. The Thomas-Fermi value thus gives a scale, not a prediction for a particular interface. The series form survives if $\ell$ is taken as a linear-response property of the actual interface, independent of $d$. Electrode temperature matters little: it changes $\ell$ by 0.04% at 300 K.

Leakage limits the measurement under bias. The drop in the negative electrode lowers the injection barrier. From a rough 0.9 eV, subtracting 0.29 eV for this drop and 0.11 eV for the image force leaves 0.50 eV at 1 V. The thermionic estimate is then 0.04 A/cm², and this current alone outweighs the capacitive response below about 8 kHz. Direct tunnelling from the Fermi level through 10 nm is negligible if the tunnelling mass is the free-electron mass, with a probability near $10^{-28}$ when the image force is left out of the barrier. Thermally excited electrons that tunnel just below the barrier top are not included and can add a current comparable to the thermionic one. The film field of the screened stack, 0.41 MV/cm, is below a rough breakdown value of 1 MV/cm. The perfect-metal stack at 1 V sits at that value, so its 62% drop is a model reference only.

## What to do in a calculation

Evaluate $2\epsilon\ell/d$ first, allowing for an $\ell$ several times the Thomas-Fermi value. If the ratio is well below the relative accuracy required of the capacitance, equipotential electrodes are adequate for it; the small-bias tuning is about three times as sensitive. Otherwise keep the film's own $\epsilon$ and add a series term for each interface, $4\pi\ell_1$ and $4\pi\ell_2$ when the metals differ. Do not carry an $\epsilon_{\rm app}$ fitted at one thickness over to another.

Take $\ell$ from a calculation of the specific interface or from a thickness series. An intercept from such a series already contains screening, pinned polarization and any damaged layer of fixed thickness, so a separate screening term must not be added to it. In a gate stack on a semiconductor, one metal term must be replaced by the semiconductor's own bias-dependent response.

To raise the capacitance at fixed $d$ and $\epsilon$, this model favours electrodes with a large product $N\epsilon_b$. That rule holds as long as interface bonding and the position of the electronic edge do not outweigh the Thomas-Fermi term, which the estimates above show cannot be assumed. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
INPUTS (rough)
film thickness: 10 nm
temperature: 300 K
Curie constant: 8.1e+04 K
Curie-Weiss temperature: 30 K
film permittivity: 300
electrode electron density: 1.00e+22 cm^-3
electrode band mass: 2 electron masses
electrode bound permittivity: 4
film cubic coefficient: 7.0e+09 V m^5/C^3
SCREENING AND CAPACITANCE
Fermi energy: 0.8463 eV
Fermi wavevector: 0.3527 1/bohr
density of states: 0.07147 1/(hartree bohr^3)
screening depth lam: 0.1117 nm
effective length ell: 0.02792 nm
effective length ell, converted: 0.2792 angstrom
crossover thickness 2 eps ell: 16.75 nm
apparent permittivity, series law: 112.14
apparent permittivity, full solution: 112.15
same, nearly perfect metal: 299.95
film of permittivity 10 appears as: 9.471
film of permittivity 3000 appears as: 169
ceiling d/(2 ell): 179.1
film share of voltage: 0.3738
field share of electrode energy: 0.4999
capacitance: 99.3 fF/um^2
oxide-equivalent thickness (3.9): 0.3478 nm
part due to electrodes: 0.2178 nm
SIZE AND TEMPERATURE
apparent permittivity at 5 nm: 68.96
apparent permittivity at 10 nm: 112.1
apparent permittivity at 20 nm: 163.3
apparent permittivity at 40 nm: 211.5
permittivity from thickness slope: 300
intercept of d/eps_app: 0.05583 nm
apparent Curie-Weiss temperature: -422.3 K
apparent Curie constant, screening: 8.1e+04 K
mimicking layer (permittivity 30): 1.861 nm
apparent Curie constant, damaged layer: 9.952e+04 K
TUNING AT 1 V
small-bias suppression factor: 0.05237
capacitance drop, ideal metal: 62.17 %
capacitance drop, linear screening: 15.45 %
capacitance drop, nonlinear screening: 15.87 %
charge density: 9.342 uC/cm^2
drop in negative electrode: 0.2869 V
film field: 0.4088 MV/cm
rough breakdown field: 1 MV/cm
NEGLECTED EFFECTS
ell(300 K)/ell(0 K): 1.00039
ell with Lindhard response: 0.02979 nm
edge uncertainty / eps_b: 0.04419 nm
pinned polarization, per interface: 0.01298 nm
injection barrier, zero bias (rough): 0.9 eV
injection barrier at 1 V: 0.5046 eV
thermionic current at 0.1 V: 9.8e-08 A/cm^2
thermionic current at 1 V: 3.6e-02 A/cm^2
leakage corner frequency at 1 V: 8.3e+03 Hz
log10 tunnelling probability at 1 V: -28.1
```
